\section*{Two-Dimensional Shubnikov-de Haas Amplitude and Recovery of Mass and Quantum Lifetime}

\section{Sharp levels at zero temperature}

Take electrons of mass \(m\) and charge \(-e\) in a plane, in a perpendicular field \(B\), without disorder and at zero temperature. One parabolic subband is occupied. With \(\omega_c=eB/m\), the levels are
\begin{equation}
E_N=\hbar\omega_c(N+\tfrac12),\qquad N=0,1,2,\ldots
\end{equation}
Each holds \(eB/h\) electrons per area and spin. Spin splitting is neglected, so \(j\) levels are full when the density is \(n=2jeB/h\), or
\begin{equation}
\frac{F}{B}=j,\qquad F=\frac{nh}{2e}.
\end{equation}
Successive fillings are spaced by \(1/F\) in \(1/B\), whatever the mass. The zero-field density of states is \(g_0=m/(\pi\hbar^2)\), so \(E_F=n/g_0=\pi\hbar^2n/m\) and
\begin{equation}
\frac{E_F}{\hbar\omega_c}=\frac{\pi\hbar n}{eB}=\frac{nh}{2eB}=\frac FB .
\end{equation}
At integer \(F/B\) the Fermi energy lies midway between levels, where few states are available for scattering. A resistance minimum is expected there, which will serve as a check on the sign derived below.

\section{Disorder broadens the ladder}

Let \(\tau_q\) be the lifetime against scattering through any angle. The probability of remaining in a state decays as \(e^{-t/\tau_q}\), its amplitude as \(e^{-t/2\tau_q}\). The Fourier transform of the amplitude is a Lorentzian of half width \(\hbar/(2\tau_q)\). Measure energy by \(\varepsilon=E/\hbar\omega_c\) and set
\begin{equation}
w=\frac1{2\omega_c\tau_q},\quad \alpha=2\pi w=\frac{\pi}{\omega_c\tau_q},\quad D=e^{-\alpha}.
\end{equation}
The density of states relative to \(g_0\) is
\begin{equation}
\nu(\varepsilon)=\sum_N\frac{w/\pi}{(\varepsilon-N-\frac12)^2+w^2}.
\end{equation}
For \(\varepsilon\gg1\) the sum may run over all integers: the added levels contribute only a smooth tail of order \(w/(\pi\varepsilon)\). Then \(\nu\) has period 1. In its Fourier coefficient, the integrals over one period for all \(N\) join into one integral over the line:
\begin{align}
c_s&=\int_0^1\nu(\varepsilon)e^{-2\pi is\varepsilon}d\varepsilon
=\int_{-\infty}^{\infty}\frac{w/\pi}{x^2+w^2}e^{-2\pi is(x+1/2)}dx\nonumber\\
&=(-1)^se^{-2\pi|s|w}=(-D)^{|s|}.
\end{align}
Adding the terms \(s\) and \(-s\),
\begin{equation}
\nu(\varepsilon)=1+2\sum_{s=1}^{\infty}(-D)^s\cos(2\pi s\varepsilon).\label{nu}
\end{equation}
As \(\tau_q\to\infty\), \(D\to1\) and the sharp ladder returns. As \(\omega_c\tau_q\to0\), \(D\to0\) and \(\nu\to1\). The fundamental dominates when \(D\ll1\), which can hold even for \(\omega_c\tau_q\) near one because \(\pi\) stands in the exponent.

\subsection*{Does the factor depend on the Lorentzian?}

Let the self-energy be determined by the density of states itself. In the self-consistent Born approximation for white-noise disorder, in units of \(\hbar\omega_c\) and with a constant energy shift dropped,
\begin{equation}
\Sigma=\frac w\pi\sum_N\frac1{\varepsilon-\Sigma-N-\frac12}.
\end{equation}
For \(\operatorname{Im}z>0\), the level sum is
\begin{equation}
\sum_N\frac1{z-N-\frac12}=\pi\cot[\pi(z-\tfrac12)]
=-i\pi\Big[1+2\sum_{s\ge1}(-1)^se^{2\pi isz}\Big].
\end{equation}
Call the bracket \(G\). Then \(\nu=\operatorname{Re}G\), \(\Sigma=-iwG\) and \(z=\varepsilon+iwG\). With \(\zeta=e^{2\pi i\varepsilon}\),
\begin{equation}
G=1+2\sum_{s\ge1}(-\zeta)^se^{-s\alpha G}.
\end{equation}
To first order in \(\zeta\), set \(G=1\) in the exponent: \(G=1-2D\zeta\). Inserting this in the \(s=1\) term gives \(-2D\zeta(1+2\alpha D\zeta)\), while \(s=2\) gives \(2D^2\zeta^2\). Hence
\begin{equation}
G=1-2D\zeta+2D^2(1-2\alpha)\zeta^2+\ldots
\end{equation}
Higher terms cannot change the coefficient of \(\zeta\). In this approximation self-consistency changes the second harmonic but leaves the fundamental at \(-2D\).

A numerical solution at \(\alpha=2.3935\), \(D=0.0913\) gave a fundamental of \(0.9997\) times \(2D\). The second harmonic had magnitude \(0.0631\), against \(0.0167\) for Lorentzian levels. The fundamental of \(\nu\) is therefore the part least sensitive to the level shape. The resistance derived below follows \(\nu^2\), whose fundamental mixes neighbouring harmonics: with the coefficients above it is \(-4D[1+D^2(1-2\alpha)+\ldots]\), about 4\% smaller than \(4D\) in magnitude at this \(\alpha\). It is independent of the level shape only when \(\alpha D^2\ll1\).

\section{From density of states to resistivity}

\subsection*{Smooth disorder}

A cyclotron orbit has radius \(R_c=v/\omega_c\). A collision turning the velocity through \(\theta\) moves its centre by \(|\Delta\mathbf v|/\omega_c\), so
\begin{equation}
|\Delta\mathbf R|^2=2R_c^2(1-\cos\theta).
\end{equation}
Let \(W(\theta)\) be the zero-field scattering rate per angle. By the golden rule the rate in the field is \(\nu W\), assuming that the angular distribution is unchanged. In two dimensions \(\langle R^2\rangle=4\mathcal Dt\), which gives
\begin{equation}
\mathcal D=\frac\nu4\int W(\theta)\,2R_c^2(1-\cos\theta)\,d\theta
=\frac{\nu R_c^2}{2\tau_{tr}},\label{diff}
\end{equation}
where \(1/\tau_{tr}=\int W(1-\cos\theta)d\theta\). Small-angle scattering contributes fully to \(1/\tau_q\) but weakly to \(1/\tau_{tr}\).

Equation \eqref{diff} treats successive steps as independent. To see the cost, let the velocity rotate at \(\omega_c\) and relax at \(\nu/\tau_{tr}\):
\begin{equation}
\mathcal D=\frac{v^2}{2}\int_0^\infty e^{-\nu t/\tau_{tr}}\cos(\omega_ct)\,dt
=\frac{\nu R_c^2}{2\tau_{tr}}\,\frac1{1+(\nu/\omega_c\tau_{tr})^2}.
\end{equation}
The condition is \(\omega_c\tau_{tr}\gg1\), not \(\omega_c\tau_q\gg1\). The kinetic equation was solved for \(W\propto e^{20\cos\theta}\), with \(\omega_c\) equal to \(0.8\) of the initial total scattering rate. The ratio to \eqref{diff} was \(0.99900\), and \(0.99831\) after all rates were raised by 1.3. The deficit grew by \(1.69=1.3^2\), as the last factor requires.

The Einstein relation multiplies \(\mathcal D\) by \(e^2\) and the density of states \(g_0\nu\):
\begin{equation}
\sigma_{xx}(E)=e^2g_0\frac{R_c^2}{2\tau_{tr}}\nu^2
\simeq\frac{ne^2}{m\omega_c^2\tau_{tr}}\nu^2 .\label{sigma}
\end{equation}
The last form uses \(R_c^2=2E_F/(m\omega_c^2)\) and \(g_0E_F=n\). One factor \(\nu\) counts carriers at energy \(E\), the other counts final states for scattering.

\subsection*{White-noise disorder}

White noise scatters isotropically, so \(\tau_{tr}=\tau_q=\tau\) and the Kubo formula has no vertex correction. The squared velocity element between levels \(N\) and \(N+1\) is \(\hbar\omega_c(N+1)/(2m)\). Including spin and both orders of the pair,
\begin{equation}
\sigma_{xx}(E)=\frac{2\pi e^2}{h}\sum_N(N+1)A_NA_{N+1},\quad
A_N=\frac{\gamma/\pi}{x_N^2+\gamma^2}.
\end{equation}
Here \(\gamma=w\nu\), and \(x_N\) is the distance from level \(N\), in units of \(\hbar\omega_c\), including the real self-energy shift. For one pair write \(x=x_N\), so \(x_{N+1}=x-1\). Direct multiplication verifies
\begin{equation}
\frac{1+4\gamma^2}{(x^2+\gamma^2)[(x-1)^2+\gamma^2]}
=\frac{2x+1}{x^2+\gamma^2}+\frac{3-2x}{(x-1)^2+\gamma^2}.
\end{equation}
In the last term \(3-2x=1-2(x-1)\). On summing over the ladder and shifting that term by one level, the odd numerators cancel. Since \(\sum_N(x_N^2+\gamma^2)^{-1}=\pi\nu/\gamma\), the product sum is \(2\pi\nu/[\gamma(1+4\gamma^2)]\). At high energy \(N+1\simeq\varepsilon\). With \(a=\omega_c\tau\) and \(2\gamma=\nu/a\),
\begin{equation}
\sigma_{xx}(E)=\frac{2e^2}{h}\varepsilon\frac{2\gamma\nu}{1+4\gamma^2}
=\frac{2e^2}{h}\varepsilon\frac{a\nu^2}{a^2+\nu^2}.
\end{equation}
The explicit Kubo sum at \(a=1.313\), for energies near level 1000, agreed to a relative \(3.2\times10^{-4}\).

For \(\nu=1+\delta\) with small \(\delta\), the relative change is \(2\delta-2\delta/(1+a^2)=2\delta a^2/(1+a^2)\). Large \(a\) gives the factor 2 of \eqref{sigma}. With white noise, however, large \(a\) also drives \(D\) towards one. Smooth disorder, with \(\tau_{tr}\gg\tau_q\), permits strong classical deflection and weak level modulation together. The dependence on \(a\) found here concerns \(\sigma_{xx}\) alone; at moderate \(a\) the Hall conductivity oscillates too and must be kept when the tensor is inverted.

\subsection*{Inverting the tensor}

The resistivity is \(\rho_{xx}=\sigma_{xx}/(\sigma_{xx}^2+\sigma_{xy}^2)\). Balancing the electric force, the magnetic force and a friction of rate \(\nu/\tau_{tr}\) gives
\begin{equation}
|\sigma_{xy}|=\frac{ne}{B}\,\frac1{1+(\nu/\omega_c\tau_{tr})^2}.
\end{equation}
This estimate gives the order of the correction but not its oscillating part. For white noise the Kubo formula has a Fermi-surface term \((ne/B)\,\nu a^2/(a^2+\nu^2)\) and a term \(e\,\partial n/\partial B|_\mu\simeq(ne/B)(1-\nu)\), which add to \((ne/B)[1-\nu^3/(a^2+\nu^2)]\). Together with \(\sigma_{xx}=(ne/B)\,a\nu^2/(a^2+\nu^2)\) this gives \(\Delta\rho_{xx}/\rho_0=2\delta\) to first order for every \(a\). In either form, replacing \(|\sigma_{xy}|\) by \(ne/B\) costs a relative error of order \((\omega_c\tau_{tr})^{-2}\). Dropping \(\sigma_{xx}^2\) costs the same order. The prefactor of \eqref{sigma} then becomes
\begin{equation}
\frac{ne^2}{m\omega_c^2\tau_{tr}}\frac{B^2}{n^2e^2}
=\frac{m}{ne^2\tau_{tr}}=\rho_0,
\end{equation}
the zero-field resistivity. Provided \(k_BT\ll E_F\), \(R_c^2/\tau_{tr}\) hardly varies across the thermal window, and
\begin{equation}
\frac{\rho_{xx}}{\rho_0}=\int\left(-\frac{\partial f}{\partial E}\right)\nu^2(E)\,dE.\label{rho}
\end{equation}

\section{Finite temperature}

Put \(E=\mu+uk_BT\) and \(q=2\pi k_BT/\hbar\omega_c\). The weight \(-f'(E)dE=du/[4\cosh^2(u/2)]\) is even, so the sine part of the shifted cosine integrates to zero. What remains is \(\cos(2\pi\mu/\hbar\omega_c)\) times
\begin{equation}
I=\int_{-\infty}^{\infty}\frac{e^{iqu}}{4\cosh^2(u/2)}du.
\end{equation}
Close the contour along \(\operatorname{Im}u=2\pi\). The denominator repeats there and the exponential gains \(e^{-2\pi q}\). The enclosed double pole is at \(u=i\pi\). With \(u=i\pi+\eta\), the denominator is \(-4\sinh^2(\eta/2)\simeq-\eta^2\), with a first correction of relative order \(\eta^2\). The residue is therefore \(-iqe^{-\pi q}\), and
\begin{equation}
(1-e^{-2\pi q})I=2\pi i(-iqe^{-\pi q})=2\pi qe^{-\pi q}.
\end{equation}
Dividing by \(1-e^{-2\pi q}=2e^{-\pi q}\sinh\pi q\),
\begin{equation}
I=\frac{X}{\sinh X},\qquad X=\pi q=\frac{2\pi^2k_BT}{\hbar\omega_c}.
\end{equation}
The cold limit is \(1-X^2/6\). The hot limit is \(2Xe^{-X}\): the thermal window then spans enough of a level spacing to average the oscillation away.

For small modulation, \(\nu^2\simeq1+2(\nu-1)\), whose fundamental is \(-4D\cos(2\pi\varepsilon)\). With \(\mu\simeq E_F\),
\begin{equation}
\boxed{\frac{\Delta\rho_{xx}}{\rho_0}=-4e^{-\pi/(\omega_c\tau_q)}
\frac{X}{\sinh X}\cos\left(\frac{2\pi F}{B}\right).}\label{result}
\end{equation}
The minus sign puts the minima of the oscillating factor at integer \(F/B\), as expected from the sharp ladder. The growth of the amplitude with field moves the minima of the resistance itself slightly away from these values.

In the hot limit the two exponents add:
\begin{equation}
X+\frac\pi{\omega_c\tau_q}=\frac{2\pi^2k_B}{\hbar\omega_c}(T+T_D),\qquad
T_D=\frac{\hbar}{2\pi k_B\tau_q}.
\end{equation}
Disorder enters that exponent like an added temperature, but it does not alter the prefactor \(2X\). If \(\tau_q\) does not depend on temperature, varying \(T\) at fixed \(B\) changes \(X\) but not \(D\), which separates the mass from the lifetime.

\subsection*{Beyond first order}

At fixed Fermi energy the linearization error can be found for Lorentzian levels. Since \(\nu=\sum_s(-D)^{|s|}e^{2\pi is\varepsilon}\), the coefficient of \(e^{2\pi i\varepsilon}\) in \(\nu^2\) is
\begin{equation}
\sum_s(-D)^{|s|+|1-s|}=-2(D+D^3+D^5+\ldots)=-\frac{2D}{1-D^2}.
\end{equation}
The cosine coefficient is twice this, so \eqref{result} is low by the relative amount \(D^2\) of the full fundamental. The size and sign of this term depend on the level shape: for self-consistent Born levels it is \(D^2(1-2\alpha)\), which is negative for \(\alpha>1/2\).

At fixed density \(\mu\) also moves. Integrating \(\nu-1\simeq-2D\cos2\pi\varepsilon\) and requiring constant \(n\) gives, to first order,
\begin{equation}
\frac{\mu}{\hbar\omega_c}=\frac FB+\frac D\pi\frac X{\sinh X}\sin\frac{2\pi F}B .
\end{equation}
The phase \(\vartheta=2\pi F/B\) becomes \(\vartheta+\beta\sin\vartheta\), with \(\beta=2DX/\sinh X\). Since \(\cos(\vartheta+\beta\sin\vartheta)\simeq\cos\vartheta-\beta\sin^2\vartheta\), the leading effect is a constant and a second harmonic, not a change of the fundamental.

\section{A trace with known parameters}

Choose \(m=0.067\,m_e\), \(n=3\times10^{11}\,\mathrm{cm^{-2}}\), mobility \(10^6\,\mathrm{cm^2/Vs}\) and \(\tau_q=1\) ps. Then \(E_F=10.7\) meV, \(F=6.20\) T and \(\tau_{tr}=38\) ps. Between 0.25 and 0.50 T, \(\omega_c\tau_{tr}\) runs from 25 to 50, while \(\omega_c\tau_q\) runs from 0.656 to 1.313.

At 0.40 T, \(\omega_c\tau_q=0.656(0.40/0.25)=1.05\), so \(D=e^{-\pi/1.05}=0.0502\). The cyclotron energy is 0.691 meV. At 1 K this gives \(X=2.461\) and \(X/\sinh X=0.423\). The amplitude is
\begin{equation}
4(0.0502)(0.423)=0.085.
\end{equation}
Numerical thermal averaging of the full \(\nu^2\) at fixed Fermi energy gives \(0.08517\), against \(0.08496\) from \eqref{result}. The difference is the factor \(1/(1-D^2)\).

Synthetic traces were formed from \eqref{rho} by numerical averaging, with \(\mu\) solved at fixed density for each field. A smooth background and noise of rms \(10^{-4}\rho_0\) were added. The amplitude law was not used to make them. They test the inversion and the approximations after \eqref{rho}, not \eqref{rho} itself.

The peak in a Fourier analysis against \(1/B\) is at 6.204 T, which returns \(n=3.00\times10^{11}\,\mathrm{cm^{-2}}\). Fits over three periods, with background and second harmonic included, then give the local amplitude \(A\). At \(1/B=2.9\,\mathrm{T^{-1}}\), \(A/\rho_0\) falls from 0.1011 at 0.4 K to 0.0118 at 1.6 K. At fixed field \(D\) is constant, so fitting this fall to \(X/\sinh X\) gives the mass. The mean over five fields is \(0.0671\,m_e\), with a scatter of \(0.00006\,m_e\). The largest value, \(0.0672\,m_e\), occurs at the strongest field; terms beyond first order cause this small excess. Through the motion of \(\mu\) at fixed density they raise the fundamental more at low temperature than at high, which the fit reads as a heavier mass. The sign belongs to Lorentzian levels. It comes from the second harmonic, and with the self-consistent coefficient \(1-2\alpha<0\) the bias at this field is towards a lighter mass and close to 2\%.

For the lifetime, rearrange \eqref{result}:
\begin{equation}
\ln\frac{A/\rho_0}{4X/\sinh X}=-\frac{\pi m}{e\tau_q}\frac1B.
\end{equation}
The 1 K amplitudes give a slope of \(-1.199\) T. With the recovered mass,
\begin{equation}
\tau_q=\frac{\pi(0.0671)(9.109\times10^{-31}\,\mathrm{kg})}
{(1.602\times10^{-19}\,\mathrm C)(1.199\,\mathrm T)}=1.00\,\mathrm{ps}.
\end{equation}
The intercept gives a prefactor of 4.05 instead of 4, a relative difference of about 1\%. Terms beyond first order are largest at strong field and steepen the line slightly; extrapolation from \(1/B=2.3\,\mathrm{T^{-1}}\) to zero magnifies this. This sign also belongs to Lorentzian levels; self-consistent Born levels would lower the prefactor to about 3.8.

If \(X/\sinh X\) is omitted from the same analysis, the lifetime comes out as 0.65 ps. The cause is visible in the derivative. With \(y=1/B\) and \(X=cy\),
\begin{equation}
\frac{d}{dy}\ln\frac X{\sinh X}=\frac1y-c\coth(cy)<0,
\end{equation}
because \(\tanh X<X\). Thermal damping steepens the line and is then mistaken for disorder.

\section{Comparison with a real electron gas}

These parameters are rough typical values for a modulation-doped GaAs/AlGaAs electron gas. Distant donors scatter mainly through small angles there, which makes \(\tau_{tr}\gg\tau_q\) a reasonable regime. The assumption of uniform density needs particular care. A Gaussian spread of relative rms \(s\) averages the phase \(2\pi F/B\) and multiplies the amplitude by \(\exp[-\frac12(2\pi Fs/B)^2]\). This takes the measured resistivity as an area average, which needs the local change \(s\,ne/B\) of \(\sigma_{xy}\) to be small against \(\sigma_{xx}\), that is \(s\,\omega_c\tau_{tr}\ll1\). For \(s=0.5\%\), where this product is 0.125 to 0.25, and with the other parameters fixed, the apparent lifetime falls from 1 to 0.92 ps. A measured lifetime can thus be too short even when the Dingle plot looks nearly straight.

Three other neglected corrections are small in this example. The largest \((\omega_c\tau_{tr})^{-2}\) is \(1.6\times10^{-3}\). Zeeman splitting shifts the two spin ladders oppositely and multiplies the fundamental by \(\cos(\pi gm/2m_e)\). This is 0.999 for a bare \(|g|=0.44\), and being independent of field it leaves the Dingle slope unchanged. A two-band dispersion \(E(1+E/E_g)=\hbar^2k^2/2m\) gives a cyclotron mass \(m(1+2E_F/E_g)\), a rise of 1.4\% for a rough gap of 1.5 eV if only the in-plane motion is counted. In a heterojunction the kinetic energy of confinement, about 9 meV at this density, adds to \(E_F\) and brings the rise to roughly 2.7\%. The motion of the chemical potential at fixed density is not neglected: the computed traces include it. It shifts their phase by at most 0.153 rad, which to leading order adds a constant and a second harmonic but leaves the fundamental unchanged.

Exchange-enhanced spin splitting, a second occupied subband and localization are outside the model. Equation \eqref{result} also fails when \(D\) is no longer small, since harmonics and the detailed level shape then matter. The complete values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
input mass                              0.0670 m_e
input density                           3.000e+11 cm^-2
input mobility                          1.00e+06 cm^2/Vs
input quantum lifetime                  1.000 ps
transport lifetime                      38.09 ps
Fermi energy                            10.719 meV
oscillation frequency F                 6.2035 T
field range                             0.25 to 0.50 T
omega_c tau_q at range ends             0.656, 1.313
omega_c tau_tr at range ends            25.0, 50.0
worked point                            0.40 T, 1.00 K
  cyclotron energy                      0.6912 meV
  X                                     2.4611
  thermal factor X/sinh X               0.4231
  Dingle factor D                       0.05019
  amplitude from formula                0.08496 of rho_0
  amplitude from thermal quadrature     0.08517 of rho_0
largest thermal-factor error            2.2e-16
at 0.50 T: alpha, D                     2.3935, 0.09131
  Born first harmonic / (2D)            0.9997
  Born second harmonic, Lorentzian one  0.0631, 0.0167
  Kubo sum, largest relative deviation  3.2e-04
diffusion / guiding-centre law, 2 rates 0.99900, 0.99831
trace noise, rms                        1.0e-04 of rho_0
amplitudes at 1/B = 2.9 1/T: T (K), fitted, formula (of rho_0)
  0.4  0.10110  0.10097
  0.7  0.06872  0.06866
  1.0  0.04107  0.04102
  1.3  0.02258  0.02258
  1.6  0.01183  0.01180
at 1.0 K: 1/B (1/T), fitted mass (m_e, all T), ln[A/(4 X/sinh X)]
  2.3  0.06717  -2.7467
  2.6  0.06706  -3.1070
  2.9  0.06701  -3.4675
  3.2  0.06704  -3.8276
  3.5  0.06704  -4.1853
recovered frequency                     6.204 T
recovered density                       3.000e+11 cm^-2
recovered mass, scatter over fields     0.06707, 0.00006 m_e
Dingle slope                            -1.1993 T
recovered quantum lifetime              0.9988 ps
recovered prefactor                     4.045
lifetime if thermal factor is omitted   0.650 ps
neglected: (omega_c tau_tr)^-2, largest 1.6e-03
neglected: spin factor for |g| = 0.44   0.99893
neglected: mass rise for 1.5 eV gap    1.43 percent
beyond first order: D^2/(1-D^2) at top  0.0084
beyond first order: mu phase swing      0.153 rad
lifetime seen with 0.5% density spread  0.916 ps
\end{verbatim}
